# Diffusion tensor and controlling barriers in a face-centred orthorhombic crystal: a numerical check

```python
"""Diffusion tensor of an interstitial on a face-centred orthorhombic lattice.

Result under test, for cell edges a, b, c along x, y, z:
  D_x = a^2 (k1+k2+k3 - k1)/2,  D_y = b^2 (k1+k3)/2,  D_z = c^2 (k1+k2)/2
k1, k2, k3: rates of one single jump of the families (0,b/2,c/2),
(a/2,0,c/2), (a/2,b/2,0) and their mirror images; k = nu exp(-E/kT).
The share of D along an axis carried by a family measures its control.
Lengths in angstrom, energies in eV, rates in 1/s unless stated.
"""
from itertools import product
import numpy as np
from scipy.constants import Boltzmann, elementary_charge, angstrom, centi, tera
from scipy.optimize import brentq

KB = Boltzmann / elementary_charge
TO_CM2 = (angstrom / centi) ** 2
edges = np.array([5.0, 6.0, 8.0])
barriers = np.array([1.00, 0.90, 0.60])
prefactors = np.array([20.0, 5.0, 10.0]) * tera
AXES = "xyz"


def mirror_images(vector):
    """All distinct images of an integer vector under the mmm mirrors."""
    return sorted({tuple(int(s * v) for s, v in zip(signs, vector))
                   for signs in product((1, -1), repeat=3)})


# integer vectors count half cell edges
face_families = [mirror_images(v) for v in ((0, 1, 1), (1, 0, 1), (1, 1, 0))]
axis_families = [mirror_images(v) for v in ((2, 0, 0), (0, 2, 0), (0, 0, 2))]


def arrhenius(temperature, energies=barriers):
    return prefactors * np.exp(-energies / (KB * temperature))


def family_parts(rates):
    """Derived formula: part of D along each axis (row) from each family."""
    return 0.5 * edges[:, None] ** 2 * (1 - np.eye(3)) * np.asarray(rates)


def jump_sum(rates):
    """Half the rate-weighted sum of squared jump components, jump by jump."""
    total = np.zeros(3)
    for family, rate in zip(face_families, rates):
        for jump in family:
            total += 0.5 * rate * (np.array(jump) * edges / 2) ** 2
    return total


def walk(families, rates, time, size=45, terms=60):
    """Propagate the master equation from one site; return D and occupation."""
    jumps = [(j, r) for fam, r in zip(families, rates) for j in fam if r > 0]
    total_rate = sum(r for _, r in jumps)
    half = size // 2
    state = np.zeros((size, size, size))
    state[half, half, half] = 1.0
    occupation = np.zeros_like(state)
    weight = np.exp(-total_rate * time)
    for n in range(terms):
        occupation += weight * state
        state = sum((r / total_rate) * np.roll(state, j, axis=(0, 1, 2))
                    for j, r in jumps)
        weight *= total_rate * time / (n + 1)
    steps = np.arange(size) - half
    grid = np.meshgrid(steps, steps, steps, indexing="ij")
    position = [g * e / 2 for g, e in zip(grid, edges)]
    tensor = np.array([[np.sum(occupation * p * q) for q in position]
                       for p in position]) / (2 * time)
    return tensor, occupation


# --- diffusion tensor from the propagated master equation
assert [len(f) for f in face_families] == [4, 4, 4]
test_rates = np.array([0.3, 0.6, 1.0])
walk_tensor, occupation = walk(face_families, test_rates, 1.0)
assert abs(occupation.sum() - 1) < 1e-10
formula_D = family_parts(test_rates).sum(axis=1)
assert np.allclose(walk_tensor, np.diag(formula_D), rtol=1e-9, atol=1e-9)
scaled = np.diag(walk_tensor) / edges ** 2
recovered = scaled.sum() - 2 * scaled
assert np.allclose(recovered, test_rates, atol=1e-9)
axis_tensor, _ = walk(axis_families, test_rates, 1.0)
assert np.allclose(axis_tensor, np.diag(edges ** 2 * test_rates), atol=1e-8)

# --- connectivity: family 3 alone is planar, families 2 and 3 reach all sites
planar_tensor, _ = walk(face_families, [0, 0, 1.0], 1.0)
assert abs(planar_tensor[2, 2]) < 1e-12 and planar_tensor[0, 0] > 1
_, two_family_occupation = walk(face_families, [0, 0.6, 1.0], 1.0)
middle = two_family_occupation.shape[0] // 2
for jump in face_families[0]:
    assert two_family_occupation[tuple(middle + np.array(jump))] > 1e-4

# --- harmonic rate against direct integration of a coupled 2D potential


def rate_ratio(reduced_temperature):
    """Integrated one-way flux rate divided by the harmonic formula."""
    height, well_freq, saddle_freq = 1.0, 3.0, 6.0
    kt = reduced_temperature * height
    s = np.linspace(-0.5, 0.5, 2001)
    q = np.linspace(-9, 9, 1201) * np.sqrt(kt) / well_freq

    def boltzmann_factor(s_value, q_value):
        rise = np.sin(np.pi * s_value) ** 2
        stiffness = well_freq ** 2 + (saddle_freq ** 2 - well_freq ** 2) * rise
        return np.exp(-(height * rise + 0.5 * stiffness * q_value ** 2) / kt)

    ds, dq = s[1] - s[0], q[1] - q[0]
    well = boltzmann_factor(s[:, None], q[None, :]).sum() * ds * dq
    saddle = boltzmann_factor(0.5, q).sum() * dq
    integrated = np.sqrt(kt / (2 * np.pi)) * saddle / well
    path_freq = np.pi * np.sqrt(2 * height)
    harmonic = (path_freq / (2 * np.pi) * well_freq / saddle_freq
                * np.exp(-height / kt))
    return integrated / harmonic


ratio_warm, ratio_cold = rate_ratio(0.01), rate_ratio(0.005)
assert abs(ratio_warm - 1) < 0.01
# leading anharmonic error is linear in temperature, so halving T halves it
assert 1.8 < (ratio_warm - 1) / (ratio_cold - 1) < 2.2


# --- control shares and Arrhenius slopes by finite differences
def shares_and_slopes(temperature):
    parts = family_parts(arrhenius(temperature))
    shares = parts / parts.sum(axis=1, keepdims=True)
    return shares, shares @ barriers


for T in (300.0, 600.0, 1200.0):
    shares, slopes = shares_and_slopes(T)
    beta = 1 / (KB * T)
    h = 1e-4 * beta
    numeric = -(np.log(jump_sum(arrhenius(1 / (KB * (beta + h)))))
                - np.log(jump_sum(arrhenius(1 / (KB * (beta - h)))))) / (2 * h)
    assert np.allclose(numeric, slopes, atol=1e-6)
    for i in range(3):
        shift = np.zeros(3)
        shift[i] = 1e-5
        change = (np.log(jump_sum(arrhenius(T, barriers + shift)))
                  - np.log(jump_sum(arrhenius(T, barriers - shift)))) / 2e-5
        assert np.allclose(-KB * T * change, shares[:, i], atol=1e-6)

cold_beta = 1 / (KB * 100.0)
cold_h = 1e-4 * cold_beta
cold_slopes = -(np.log(jump_sum(arrhenius(1 / (KB * (cold_beta + cold_h)))))
                - np.log(jump_sum(arrhenius(1 / (KB * (cold_beta - cold_h)))))
                ) / (2 * cold_h)
assert np.allclose(cold_slopes, [barriers[2], barriers[2], barriers[1]],
                   atol=1e-4)


# --- temperature at which families 1 and 2 carry equal parts of D_z
def z_imbalance(temperature):
    k = arrhenius(temperature)
    only_first = jump_sum([k[0], 0, 0])[2]
    only_second = jump_sum([0, k[1], 0])[2]
    return np.log(only_first / only_second)


crossover = ((barriers[0] - barriers[1])
             / (KB * np.log(prefactors[0] / prefactors[1])))
assert abs(brentq(z_imbalance, 200, 3000) - crossover) < 1e-6
assert z_imbalance(crossover + 50) > 0 > z_imbalance(crossover - 50)

# --- two sites per period: alternating jumps in series
series_barriers = np.array([0.60, 0.90])
series_prefactor = 10 * tera
period = 5.0


def series_rates(beta):
    return series_prefactor * np.exp(-series_barriers * beta)


def bloch_diffusion(beta):
    """Slowest decay rate of a long wave divided by its wavenumber squared."""
    p, q = series_rates(beta)
    phase = 0.01
    coupling = p + q * np.exp(-1j * phase)
    matrix = np.array([[p + q, -coupling], [-np.conj(coupling), p + q]])
    return np.linalg.eigvalsh(matrix)[0] / (phase / period) ** 2


beta = 1 / (KB * 600.0)
p, q = series_rates(beta)
series_formula = 0.5 * period ** 2 * p * q / (p + q)
# the finite wavelength leaves a relative error of order phase squared
assert abs(bloch_diffusion(beta) / series_formula - 1) < 1e-4
h = 1e-3 * beta
series_slope = -(np.log(bloch_diffusion(beta + h))
                 - np.log(bloch_diffusion(beta - h))) / (2 * h)
assert abs(series_slope - series_barriers.max()) < 0.01

# --- printed results
print("cell edges a, b, c [A]:", *edges)
print("barriers E1, E2, E3 [eV]:", *barriers)
print("prefactors nu1, nu2, nu3 [THz]:", *(prefactors / tera))
print("test walk rates k1, k2, k3 [1/s]:", *test_rates)
print("test walk Dx, Dy, Dz [A^2/s]:",
      *(f"{v:.4f}" for v in np.diag(walk_tensor)))
off_diagonal = np.abs(walk_tensor - np.diag(np.diag(walk_tensor))).max()
print(f"test walk largest off-diagonal below 1e-9 A^2/s: {off_diagonal < 1e-9}")
print("rates recovered from walk [1/s]:", *(f"{v:.4f}" for v in recovered))
print(f"integrated/harmonic rate at kT/E=0.010: {ratio_warm:.5f}")
print(f"integrated/harmonic rate at kT/E=0.005: {ratio_cold:.5f}")
for T in (300.0, 600.0, 1200.0):
    k = arrhenius(T)
    D = jump_sum(k) * TO_CM2
    shares, slopes = shares_and_slopes(T)
    print(f"T = {T:.0f} K, kT = {KB * T:.5f} eV")
    print("  k1, k2, k3 [1/s]:", *(f"{v:.4e}" for v in k))
    print("  Dx, Dy, Dz [cm^2/s]:", *(f"{v:.4e}" for v in D))
    print(f"  ratios Dx/Dz, Dy/Dz: {D[0] / D[2]:.4g} {D[1] / D[2]:.4g}")
    for axis in range(3):
        print(f"  {AXES[axis]} shares of families 1, 2, 3:",
              *(f"{v:.5f}" for v in shares[axis]))
    print("  slopes Ex, Ey, Ez [eV]:", *(f"{v:.4f}" for v in slopes))
print("slopes Ex, Ey, Ez at 100 K [eV]:", *(f"{v:.4f}" for v in cold_slopes))
print(f"equal-share temperature for z: {crossover:.1f} K")
print("series chain barriers [eV]:", *series_barriers)
print(f"series chain prefactor (both) [THz]: {series_prefactor / tera:.1f}")
print(f"series chain period [A]: {period:.1f}")
print(f"series chain D at 600 K [cm^2/s]: {series_formula * TO_CM2:.4e}")
print(f"series chain slope at 600 K [eV]: {series_slope:.4f}")
print("success")
```

It prints:

```
cell edges a, b, c [A]: 5.0 6.0 8.0
barriers E1, E2, E3 [eV]: 1.0 0.9 0.6
prefactors nu1, nu2, nu3 [THz]: 20.0 5.0 10.0
test walk rates k1, k2, k3 [1/s]: 0.3 0.6 1.0
test walk Dx, Dy, Dz [A^2/s]: 20.0000 23.4000 28.8000
test walk largest off-diagonal below 1e-9 A^2/s: True
rates recovered from walk [1/s]: 0.3000 0.6000 1.0000
integrated/harmonic rate at kT/E=0.010: 1.00481
integrated/harmonic rate at kT/E=0.005: 1.00245
T = 300 K, kT = 0.02585 eV
  k1, k2, k3 [1/s]: 3.1752e-04 3.7987e-03 8.3261e+02
  Dx, Dy, Dz [cm^2/s]: 1.0408e-12 1.4987e-12 1.3172e-17
  ratios Dx/Dz, Dy/Dz: 7.901e+04 1.138e+05
  x shares of families 1, 2, 3: 0.00000 0.00000 1.00000
  y shares of families 1, 2, 3: 0.00000 0.00000 1.00000
  z shares of families 1, 2, 3: 0.07714 0.92286 0.00000
  slopes Ex, Ey, Ez [eV]: 0.6000 0.6000 0.9077
T = 600 K, kT = 0.05170 eV
  k1, k2, k3 [1/s]: 7.9689e+04 1.3782e+05 9.1248e+07
  Dx, Dy, Dz [cm^2/s]: 1.1423e-07 1.6439e-07 6.9602e-10
  ratios Dx/Dz, Dy/Dz: 164.1 236.2
  x shares of families 1, 2, 3: 0.00000 0.00151 0.99849
  y shares of families 1, 2, 3: 0.00087 0.00000 0.99913
  z shares of families 1, 2, 3: 0.36638 0.63362 0.00000
  slopes Ex, Ey, Ez [eV]: 0.6005 0.6003 0.9366
T = 1200 K, kT = 0.10341 eV
  k1, k2, k3 [1/s]: 1.2625e+09 8.3011e+08 3.0207e+10
  Dx, Dy, Dz [cm^2/s]: 3.8797e-05 5.6645e-05 6.6962e-06
  ratios Dx/Dz, Dy/Dz: 5.794 8.459
  x shares of families 1, 2, 3: 0.00000 0.02675 0.97325
  y shares of families 1, 2, 3: 0.04012 0.00000 0.95988
  z shares of families 1, 2, 3: 0.60330 0.39670 0.00000
  slopes Ex, Ey, Ez [eV]: 0.6080 0.6160 0.9603
slopes Ex, Ey, Ez at 100 K [eV]: 0.6000 0.6000 0.9000
equal-share temperature for z: 837.1 K
series chain barriers [eV]: 0.6 0.9
series chain prefactor (both) [THz]: 10.0
series chain period [A]: 5.0
series chain D at 600 K [cm^2/s]: 3.4350e-10
series chain slope at 600 K [eV]: 0.8991
success
```
